\section*{Reading a Schottky barrier from a one-subband Richardson plot}

\section{The problem}

A Schottky transistor has a metal source, a metal drain and a single carbon nanotube of type (13,0) as its channel. The gate holds the tube near flat band: its conduction-band edge runs level from the source to the drain region, at a height $\Phi$ above the source Fermi level. Electrons with energy above the edge cross without scattering, and electrons below it do not cross. The height $\Phi$ does not depend on temperature.

The saturated electron current $I$, that is, the flow from the source without any return flow from the drain, is known at eleven temperatures from 250 to 350 K in steps of 10 K. These currents were computed from the model just stated, with a value of $\Phi$ withheld from the solver. A least-squares line through $\ln(I/T^2)$ against $1/k_BT$ has the slope $-0.2246$ eV.

Nearest-neighbour tight binding, with a rough hopping energy of 3.0 eV and a bond length of 0.142 nm, gives the tube a diameter of 1.02 nm and a gap of 0.82 eV. The second conduction subband lies 0.46 eV above the first. Both of these subbands have degeneracy $g=4$, spin included.

(a) What is the barrier $\Phi$?

(b) What error does the local slope of this plot make at 300 K?

(c) How do the drain bias and the contact change that error?

\section{A tempting solution}

Thermionic emission over a metal--semiconductor barrier obeys the Richardson law
\begin{equation}
I = S A^{*}T^{2}\,\mathrm{e}^{-\Phi/k_BT},
\label{eq:rich}
\end{equation}
where $S$ is the contact area and $A^{*}$ the Richardson constant. The area of a contact to a single tube is hard to define, but this seems harmless. Taking the logarithm gives
\begin{equation}
\ln\frac{I}{T^{2}}=\ln(SA^{*})-\frac{\Phi}{k_BT},
\end{equation}
so the unknown area enters the intercept and not the slope. The slope is $-\Phi$, and the barrier is 0.225 eV. The data seem to support this: no point departs from the line by more than 0.009 in the logarithm, which is less than one per cent of the current.

\section{Where it fails}

The fault is the factor $T^2$. It is not a general property of thermal activation; it counts the directions in which the emitted electrons can move. Take free motion in $d$ dimensions with band mass $m$, and let $z$ be the direction of the current. I use atomic units in the algebra ($\hbar=e=m_e=1$), measure energies from the source Fermi level, and write $\beta=1/k_BT$. For $\beta\Phi\gg1$ the Fermi function at and above the barrier is close to $\mathrm{e}^{-\beta E}$. The current is a sum of velocity times occupation, which factorizes:
\begin{equation}
I\propto \mathrm{e}^{-\beta\Phi}
\left[\int_0^\infty dk_z\,\frac{k_z}{m}\,\mathrm{e}^{-\beta k_z^2/2m}\right]
\left[\int_{-\infty}^{\infty}dk\,\mathrm{e}^{-\beta k^2/2m}\right]^{d-1}.
\end{equation}
With $\varepsilon=k_z^2/2m$ and $d\varepsilon=(k_z/m)\,dk_z$, the first bracket is $\int_0^\infty d\varepsilon\,\mathrm{e}^{-\beta\varepsilon}=k_BT$. The second is the Gaussian integral $\sqrt{2\pi mk_BT}$. Hence
\begin{equation}
I\propto T^{n}\,\mathrm{e}^{-\beta\Phi},\qquad n=1+\frac{d-1}{2}=\frac{d+1}{2}.
\label{eq:power}
\end{equation}
A bulk contact has $d=3$ and $n=2$, which is the Richardson law. The tube has one occupied subband and no free transverse motion, so $d=1$ and $n=1$. Dividing its current by $T^2$ removes one power of $T$ too many. The surplus power varies slowly, but the slope responds to it.

\section{The right solution}

\subsection{Current of one subband}

Let $k$ be the wavenumber along the tube. In a length $\ell_0$ the states are spaced by $2\pi/\ell_0$, and each occupied state carries the current $v/\ell_0$ in magnitude, with $v=dE/dk$. Summing over the states that move towards the drain gives
\begin{equation}
I=g\int_0^\infty\frac{dk}{2\pi}\,\frac{dE}{dk}\,f(E)
=\frac{g}{2\pi}\int_\Phi^\infty\frac{dE}{\mathrm{e}^{\beta E}+1}.
\end{equation}
The velocity has cancelled the density of states, so neither the band mass nor the shape of the band remains. This requires the energy to rise steadily with $k$ over the thermally occupied range. The upper limit may be infinite because states far above $\Phi$ are empty. Since
\begin{equation}
\frac{d}{dE}\left[-\frac1\beta\ln(1+\mathrm{e}^{-\beta E})\right]
=\frac{\mathrm{e}^{-\beta E}}{1+\mathrm{e}^{-\beta E}}=f(E),
\end{equation}
the integral is elementary:
\begin{equation}
I=\frac{g}{2\pi}\,k_BT\,\ln(1+\mathrm{e}^{-\beta\Phi})
\simeq\frac{g}{2\pi}\,k_BT\,\mathrm{e}^{-\beta\Phi}.
\label{eq:one}
\end{equation}
In SI units the prefactor $g/2\pi$ becomes $ge/h$.

\subsection{Slope of the conventional plot}

Divide the exponential form of (\ref{eq:one}) by $T^2$ and use $T=1/(k_B\beta)$:
\begin{equation}
\ln\frac{I}{T^2}=\ln\frac{gk_B}{2\pi}-\ln T-\beta\Phi
=\text{const}+\ln\beta-\beta\Phi .
\label{eq:plot}
\end{equation}
The apparent barrier is minus the local slope,
\begin{equation}
\Phi_{\rm app}=-\frac{d}{d\beta}\ln\frac{I}{T^2}
=\Phi-\frac1\beta=\Phi-k_BT .
\label{eq:main}
\end{equation}
For any barrier of many $k_BT$, the conventional plot therefore underestimates it by $k_BT$, whatever the degeneracy or the mass. For the general power law (\ref{eq:power}) the same steps give a deficit $\Phi-\Phi_{\rm app}=(2-n)k_BT=\tfrac12(3-d)k_BT$: zero for a bulk contact, $k_BT/2$ for a sheet and $k_BT$ for a wire.

The small term dropped in (\ref{eq:one}) can be kept. With $L=\ln(1+\mathrm{e}^{-\beta\Phi})$ one has $dL/d\beta=-\Phi f(\Phi)$, so
\begin{equation}
\Phi_{\rm app}=\Phi\,\frac{f(\Phi)}{L}-k_BT .
\end{equation}
For small $y=\mathrm{e}^{-\beta\Phi}$, $f=y-y^2+\dots$ and $L=y-y^2/2+\dots$, so $f/L\simeq1-y/2$. Fermi statistics add $\Phi y/2$ to the deficit.

\subsection{(a) The barrier}

The data span a finite range, over which $k_BT$ changes. The straight line between the end points $T_1<T_2$ has, from (\ref{eq:plot}), the deficit
\begin{equation}
\Phi-\Phi_{\rm chord}=\frac{\ln\beta_1-\ln\beta_2}{\beta_1-\beta_2}
=\frac{\ln(T_2/T_1)}{\beta_1-\beta_2}.
\end{equation}
At 250 and 350 K, $k_BT$ is 0.02154 and 0.03016 eV, so $\beta_1-\beta_2=46.42-33.16=13.26$ eV$^{-1}$. The deficit is $\ln(1.4)/13.26=0.0254$ eV. The least-squares line weights the points differently, but its deficit is also 0.0254 eV at this precision. The barrier is thus
\begin{equation}
\Phi=0.2246+0.0254=0.250\ \text{eV},
\end{equation}
which is the withheld value. The direct way is to plot $\ln(I/T)$, which removes the right power; the same eleven currents then give 0.250 eV from the slope with no correction.

The good straight line in the tempting solution was no evidence for $T^2$. The term $\ln\beta$ in (\ref{eq:plot}) is nearly linear over this window. Its linear part goes into the slope, and only its curvature, below 0.009, is left as a residual. Eleven points with a scatter of one per cent would not reveal it clearly.

\subsection{(b) The error at 300 K}

At 300 K the deficit is
\begin{equation}
k_BT=0.0259\ \text{eV}=0.00095\ \text{hartree}.
\end{equation}
Relative to the barrier of 0.25 eV this is 10.3 per cent. Here $\beta\Phi=9.67$ and $y=6.3\times10^{-5}$, so Fermi statistics add about $8\times10^{-6}$ eV, which is negligible.

A shift of 0.026 eV may look small, but the barrier stands in an exponent. Inserting $\Phi_{\rm app}$ into the correct law (\ref{eq:one}) multiplies the current by $\mathrm{e}^{\beta k_BT}=\mathrm{e}\approx2.72$. The model current is 0.253 nA, and the prediction would be 0.69 nA.

The wrong law nevertheless reproduces the current at the temperature $T_0$ where the tangent is drawn, because its intercept is wrong as well. Extending the tangent to $\beta=0$ gives
\begin{equation}
\ln\frac{I}{T_0^2}+\beta_0\Phi_{\rm app}
=\ln\frac{gk_B}{2\pi T_0}-\beta_0\Phi+\beta_0\Phi-1
=\ln\frac{gk_B}{2\pi\mathrm{e}\,T_0}.
\end{equation}
The quantity read as $SA^{*}$ thus depends on the temperature of the measurement. It is not a property of the contact.

\section{(c) Bias and contact}

\subsection{Return flow from the drain}

A drain bias $V$, written as an energy, lowers the drain Fermi level by $V$. Electrons returning from the drain face the barrier $\Phi+V$, and the net current is
\begin{equation}
I=\frac{g}{2\pi}\,k_BT\,\mathrm{e}^{-\beta\Phi}\,(1-\mathrm{e}^{-\beta V}).
\end{equation}
The new factor contributes $V\mathrm{e}^{-\beta V}/(1-\mathrm{e}^{-\beta V})$ to the derivative of the logarithm, so
\begin{equation}
\Phi-\Phi_{\rm app}=k_BT+\frac{V}{\mathrm{e}^{\beta V}-1}.
\end{equation}
For $V\gg k_BT$ the last term vanishes. For $V\ll k_BT$ the denominator tends to $\beta V$ and the deficit becomes $2k_BT$: the linear conductance of one subband has no power of $T$ in front of its exponential. At 300 K the deficit is 0.0263 eV for a bias of 0.15 V, 0.0412 eV for 0.025 V and 0.0517 eV for 0.0001 V.

\subsection{The mean energy of the current}

Let $\tau(E)$ be a transmission that does not depend on temperature. With Boltzmann occupation, $I\propto\int dE\,\tau\,\mathrm{e}^{-\beta E}$, and differentiation brings down a factor $E$:
\begin{equation}
-\frac{d\ln I}{d\beta}=\frac{\int dE\,E\,\tau\,\mathrm{e}^{-\beta E}}{\int dE\,\tau\,\mathrm{e}^{-\beta E}}=\langle E\rangle .
\end{equation}
Dividing by $T^2$ adds $2\ln\beta$ to the logarithm, hence
\begin{equation}
\Phi_{\rm app}=\langle E\rangle-2k_BT .
\label{eq:mean}
\end{equation}
The conventional plot measures the mean energy of the electrons that carry the current and subtracts $2k_BT$. That subtraction suits a bulk contact. In one ideal subband $\langle E\rangle=\Phi+k_BT$, and (\ref{eq:main}) follows again.

\subsection{A smooth barrier top}

Suppose the band edge near its maximum is $\Phi-\tfrac12m\omega^2x^2$. Below the top, tunnelling is governed by twice the integral of the decay constant between the turning points $\pm x_0$, where $x_0^2=2(\Phi-E)/m\omega^2$:
\begin{equation}
2\int_{-x_0}^{x_0}m\omega\sqrt{x_0^2-x^2}\,dx=\pi m\omega x_0^2=\frac{2\pi(\Phi-E)}{\omega}.
\end{equation}
For a parabola the transmission that joins this decay to full passage above the top is
\begin{equation}
\tau=\frac{1}{1+\mathrm{e}^{2\pi(\Phi-E)/\omega}} .
\end{equation}
I take this form as known. A numerical solution of the wave equation for a parabola cut off $72\,\omega$ below its top agreed with it to within 0.01 at nine energies within $0.6\,\omega$ of the top.

Put $z=\mathrm{e}^{-2\pi(E-\Phi)/\omega}$ and $u=\beta\omega/2$. Then $\mathrm{e}^{-\beta E}=\mathrm{e}^{-\beta\Phi}z^{u/\pi}$ and $dE=-(\omega/2\pi)\,dz/z$, and for $u<\pi$
\begin{equation}
I=\frac{g}{2\pi}\,\mathrm{e}^{-\beta\Phi}\,\frac{\omega}{2\pi}\int_0^\infty\frac{z^{u/\pi-1}}{1+z}\,dz
=\frac{g}{2\pi}\,k_BT\,\mathrm{e}^{-\beta\Phi}\,\frac{u}{\sin u},
\end{equation}
because the integral is $\pi/\sin u$ and $\omega/2=uk_BT$. The derivative of $\ln(u/\sin u)$ with respect to $\beta$ is $k_BT(1-u\cot u)$. This is positive for $0<u<\pi$ and lowers the apparent barrier, so
\begin{equation}
\Phi-\Phi_{\rm app}=k_BT\,(2-u\cot u).
\end{equation}
This needs Boltzmann occupation wherever current flows, that is, both $\beta\Phi\gg1$ and $\beta\Phi(\pi/u-1)\gg1$, so it fails for a low barrier and as $u$ approaches $\pi$. For an edge that falls by 0.1 eV at 15 nm from its maximum, with the tube mass 0.067, $\omega=0.0318$ eV and $u=0.0318/(2\times0.02585)=0.615$. Tunnelling below the top, partly offset by reflection above it, raises the current by 7 per cent and the deficit to 0.0292 eV.

\subsection{An abrupt metal contact}

At a sharp interface an electron can be reflected even above the barrier. Let $v_1$ and $v_2$ be its velocities in the metal and the tube, and $r$ and $t$ the reflected and transmitted amplitudes. Continuity of the wave and of its derivative divided by the mass gives $1+r=t$ and $v_1(1-r)=v_2t$. Hence $t=2v_1/(v_1+v_2)$ and
\begin{equation}
\tau=\frac{v_2}{v_1}\,t^2=\frac{4v_1v_2}{(v_1+v_2)^2}.
\end{equation}
When $v_2\ll v_1$ this is proportional to $(E-\Phi)^{1/2}$. The mean energy is then $\Phi+\tfrac32k_BT$, and by (\ref{eq:mean}) the deficit is $k_BT/2$. For a free-electron metal whose band bottom lies 5 eV below its Fermi level, the computed deficit at flat band is 0.018 eV, between the two limits. The value depends on the chosen depth: it is 0.020 eV for 2 eV and 0.017 eV for 10 eV. Reflection at the drain contact is left out; an identical contact there, combined incoherently at flat band, would lower 0.018 eV to 0.015 eV.

A much larger change comes when the gate pulls the channel down and leaves a thin barrier at the source. I keep the same metal and the same top at 0.25 eV, and let the edge fall linearly by 0.15 eV before it levels off. The tube band is taken as parabolic with mass 0.067 at all energies, also inside the gap, which is an approximation. A field of 0.1 MV/cm makes this ramp 15 nm long, and the deficit is 0.088 eV. At 0.3 MV/cm the ramp is 5 nm long and the deficit is 0.159 eV. The apparent barrier is then 0.091 eV, below even the channel edge at 0.10 eV. Equation (\ref{eq:mean}) accounts for this: the mean energy is close to $0.091+0.052\approx0.14$ eV, above the channel edge but well below the barrier top. Most of the deficit is now tunnelling, and adding $k_BT$ would not recover $\Phi$. A two-band dispersion, which decays more slowly inside the gap, raises the two deficits to about 0.092 and 0.160 eV. Gentler ramps with the same fall still matter: the deficit is 0.040 eV at 0.03 MV/cm (50 nm) and 0.029 eV at 0.015 MV/cm (100 nm), against 0.018 eV at flat band.

\section{The model beside a real device}

A semiconducting nanotube about 1 nm wide with metal contacts is a real transistor channel. The barrier of 0.25 eV, the channel length of 100 nm and the mean free path of 500 nm at 300 K used here are round or rough values, not data for a particular device. Restriction to one subband is safe in this tube: the second subband changes the apparent barrier by about $10^{-8}$ eV. In a wider wire of heavier mass, such as a thick silicon wire with silicide contacts, the subbands lie closer. Once many of them lie within $k_BT$, the sum over subbands approaches the transverse integrals of the bulk law, and the part of the deficit that comes from the power of $T$ tends to zero. Tunnelling and reflection at the contact remain.

Phonons break the ballistic assumption. If the transmission is $1/(1+\rho)$, with $\rho$ the channel length over the mean free path, and the mean free path is the same at all energies and varies as $1/T$, then $\rho\propto1/\beta$ and
\begin{equation}
-\frac{d}{d\beta}\ln\frac{1}{1+\rho}=-k_BT\,\frac{\rho}{1+\rho}.
\end{equation}
For $\rho=0.2$ the apparent barrier falls by a further 0.0043 eV. A mean free path that grows with energy works against this shift, because it raises the mean energy of the current. Just above the band edge the path is likely to be much shorter than 500 nm. If it scales as $v^2$ and reaches 500 nm only at the full band velocity, it is about 60 nm at $k_BT$ above the edge; the current then falls to 0.3 of its ballistic value, while the apparent barrier falls by only 0.0016 eV. A path of 60 nm at all energies would lower the apparent barrier by 0.016 eV. Holes entering from the drain reach the valence edge of the channel $0.82-0.25-0.15=0.42$ eV from the drain Fermi level. With the same metal at the drain, the barrier at that contact is 0.57 eV, so they must tunnel through the band bending there. With unit transmission, an upper estimate, they raise the apparent barrier by 0.0003 eV.

A real barrier may also drift with temperature. If $\Phi=\Phi_0-aT$, then $\beta\Phi=\beta\Phi_0-a/k_B$. The drift moves the intercept, and the plot yields $\Phi_0-k_BT$. Relative to the barrier at temperature $T$, the deficit is $(k_B-a)T$. For a chosen $a=0.00003$ eV/K it is 0.0169 eV at 300 K.

For these numbers the assumption that matters most is the flat-band one. With a level edge or the smooth top above, and a bias of several $k_BT$, and with reflection counted at the source only, the other listed effects move the deficit by at most about 0.009 eV each, and $k_BT$ remains its main part. A fall of the edge by several $k_BT$ right at the metal breaks this, and it need not be steep: 0.15 eV over 50 nm already lifts the deficit to about $1.5\,k_BT$. In the two examples with a thin barrier at the source, the total deficit is 3.4 and 6.1 times $k_BT$, most of it from tunnelling. The values for the main cases are in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS (rough or round)
temperature: 300 K
barrier: 0.25 eV
drain bias: 0.15 V
hopping energy: 3.0 eV
bond length: 0.142 nm
channel length: 100 nm
mean free path at 300 K: 500 nm
TUBE (13,0), tight binding
diameter: 1.018 nm
gap: 0.817 eV
second subband above first: 0.464 eV
band-edge mass: 0.0671 electron masses
degeneracy with spin: 4
MAIN RESULT
kT at 300 K: 0.02585 eV
kT at 300 K: 0.0009500 hartree
barrier/kT: 9.670 (no unit)
saturated current, band sum: 0.2529 nA
saturated current, exponential law: 0.2529 nA
apparent barrier, T^2 plot: 0.22414 eV
deficit: 0.02586 eV
deficit / barrier: 10.34 percent
current overestimate from apparent barrier: 2.719 times
DEFICIT BY CONTACT DIMENSION
dimension 1: 0.02586 eV
dimension 2: 0.01293 eV
dimension 3: 0.00000 eV
FIT 250 to 350 K, 11 points
barrier from ln(I/T^2): 0.22460 eV
deficit of that fit: 0.02540 eV
deficit of end-point chord: 0.02538 eV
largest residual of ln(I/T^2): 0.00864 (no unit)
barrier from ln(I/T): 0.24999 eV
DEFICIT AT FINITE BIAS
bias 0.0001 V: 0.05167 eV
bias 0.025 V: 0.04120 eV
bias 0.15 V: 0.02631 eV
CHANGE OF APPARENT BARRIER BY NEGLECTED EFFECTS
Fermi statistics: -0.000008 eV
drain backflow at chosen bias: -0.000455 eV
second subband: 0.00000001 eV
hole barrier from drain: 0.417 eV
holes, upper estimate: 0.000263 eV
phonon backscattering: -0.00431 eV
TOTAL DEFICIT WITH OTHER TRANSMISSION OR BARRIER SHIFT
smooth top (0.1 eV drop at 15 nm), hbar omega: 0.03178 eV
smooth top, current gain: 1.066 times
smooth top, deficit: 0.02920 eV
abrupt metal (5 eV deep), flat band, deficit: 0.01845 eV
same, 0.1 MV/cm over 0.15 eV, deficit: 0.08836 eV
same, 0.3 MV/cm over 0.15 eV, deficit: 0.15853 eV
barrier falling 0.00003 eV/K, deficit at 300 K: 0.01686 eV
\end{verbatim}
